# The plasmon tail and cusp conditions of an electron-gas Jastrow factor, part 2

The problem is to choose the pair term \(u(r)\) in a trial function for the electron gas so that the local energy \(\Psi^{-1}H\Psi\) is nearly constant. The large-\(r\) form of \(u\) is known from plasmon zero-point motion; the short-distance form is still to be fixed.

The algebra uses atomic units, \(\hbar=m=e^2/(4\pi\varepsilon_0)=1\). There are \(N\) electrons at positions \(\mathbf r_i\) in a periodic volume \(V\), with density \(n=N/V\), a uniform neutralizing background and equal numbers of both spins. The trial function is

\[
\Psi=D\exp\Big[-\sum_{i<j}u(r_{ij})\Big],
\]

where \(r_{ij}\) is the distance between electrons \(i\) and \(j\), and \(D\) is the product of a spin-up and a spin-down determinant of plane waves with Fermi wave number \(k_F\). Each pair is counted once, and \(u\) belongs to the amplitude \(\Psi\).

The density modes are \(\rho_{\mathbf k}=\sum_i e^{-i\mathbf k\cdot\mathbf r_i}\), with \(k=|\mathbf k|\). At long wavelength they oscillate at the plasmon frequency \(\omega_p\), where \(\omega_p^2=4\pi n\). Their ground state gives the tail

\[
u(r)\to\frac Ar,\qquad A=\frac1{\omega_p}.
\]

With \(u_k\) the Fourier transform of \(u\) and \(c_k=n\,u_k\), the random-phase local energy without the determinant is flat if

\[
c_k^2+c_k=\frac{\omega_p^2}{k^4},\qquad
c_k=-\frac12+\sqrt{\frac14+\frac{\omega_p^2}{k^4}} .
\]

With the determinant, an estimate that assumes Gaussian-distributed modes under \(|D|^2\) gives instead, for small \(k\),

\[
c_k=\frac{\omega_p}{k^2}-\frac{2k_F}{3k}=\frac{\omega_p}{k^2}\Big(1-\frac{2k_Fk}{3\omega_p}\Big).
\]

The model gas has \(n=0.05\) Å\(^{-3}\), \(\omega_p=0.305\) hartree \(=8.30\) eV and \(k_F=1.14\) Å\(^{-1}\). The radius of the sphere holding one electron is \(r_s=1.684\) Å, or 3.182 in units of the Bohr radius \(a_0=0.529\) Å.

### Quantities carried over

Atomic units are used, and \(\Psi=D\exp[-\sum_{i<j}u(r_{ij})]\), where \(D\) is a product of one determinant for each spin. The density is \(n\), the plasmon frequency is \(\omega_p=\sqrt{4\pi n}\), and the Fermi wave number is \(k_F\). Zero-point motion of the plasmons gives \(u\to A/r\) at large \(r\), with \(A=1/\omega_p\). Without the determinant, the random-phase local energy is flat if \(c_k=nu_k\) satisfies \(c_k^2+c_k=\omega_p^2/k^4\); the resulting \(u\) is called the bosonic pair term below.

The tail cannot be used down to \(r=0\), where \(\exp(-A/r)\) would forbid contact altogether. The form

\[
u(r)=\frac Ar\big(1-e^{-r/F}\big)
\]

is finite at contact and approaches \(A/r\) for \(r\gg F\). Its one free length \(F\) is fixed by the behaviour of two electrons that meet.

### Two electrons at short distance

Let \(\mathbf r=\mathbf r_1-\mathbf r_2\) and \(\mathbf R=(\mathbf r_1+\mathbf r_2)/2\). Then \(\nabla_1=\nabla_r+\tfrac12\nabla_R\) and \(\nabla_2=-\nabla_r+\tfrac12\nabla_R\). The cross terms cancel in the sum of squares:

\[
-\frac12(\nabla_1^2+\nabla_2^2)=-\nabla_r^2-\frac14\nabla_R^2 .
\]

As \(r\to0\) with all other electrons elsewhere, the one divergent potential term is \(1/r\). The relative motion must supply a kinetic term that cancels it.

For angular momentum \(l\), write the relative function as \(r^lg(r)\) times a spherical harmonic. The radial part of the Laplacian is

\[
\frac{d^2(r^lg)}{dr^2}+\frac2r\frac{d(r^lg)}{dr}-\frac{l(l+1)}{r^2}r^lg
=r^l\Big[g''+\frac{2(l+1)}{r}g'\Big],
\]

because the coefficient of \(r^{l-2}g\) is \(l(l-1)+2l-l(l+1)=0\). Set \(g=1+\alpha r+\dots\). The terms of order \(1/r\) in \(-g''-2(l+1)g'/r+g/r\) must cancel, so

\[
-2(l+1)\alpha+1=0,\qquad \alpha=\frac1{2(l+1)} .
\]

Electrons of antiparallel spin can meet with \(l=0\), which gives \(\alpha=\tfrac12\). For parallel spins the spatial function is odd in \(\mathbf r\). The lowest component is in general \(l=1\), which gives \(\alpha=\tfrac14\). The parallel pair is already kept apart by the factor \(r\), so the repulsion has to bend its wave function less.

### The same conditions in the many-electron function

Consider one pair, and collect \(D\) and all factors other than \(e^{-u(r)}\) in a function \(G(\mathbf r)\) that is smooth near \(\mathbf r=0\). Differentiating \(Ge^{-u}\) twice gives

\[
\nabla^2(Ge^{-u})=e^{-u}\big[\nabla^2G-2\nabla u\cdot\nabla G-G\nabla^2u+G|\nabla u|^2\big].
\]

Dividing by \(-Ge^{-u}\) and adding the repulsion gives the part of the local energy that belongs to the relative motion:

\[
-\frac{\nabla^2G}{G}+2u'\,\frac{\hat{\mathbf r}\cdot\nabla G}{G}
+u''+\frac{2u'}r-(u')^2+\frac1r .
\]

For antiparallel spins \(G(0)\) is in general nonzero. The terms in \(1/r\) are \(2u'(0)/r+1/r\), and they cancel if

\[
u'_{\uparrow\downarrow}(0)=-\frac12 .
\]

The term with \(\nabla G\) stays finite, but it can depend on the direction from which the electrons approach. The local energy may therefore still jump at contact, although it no longer diverges.

For parallel spins the remaining factors are symmetric under exchange of the two electrons and \(D\) is antisymmetric. Hence \(G\) is odd, \(G=\mathbf d\cdot\mathbf r+O(r^3)\), and \(\hat{\mathbf r}\cdot\nabla G/G\to1/r\) away from the nodal plane \(\mathbf d\cdot\mathbf r=0\). The terms in \(1/r\) are now \(2u'(0)/r+2u'(0)/r+1/r\), so

\[
u'_{\uparrow\uparrow}(0)=-\frac14 .
\]

Both results agree with \(\alpha=-u'(0)\), since \(e^{-u}\) is proportional to \(1-u'(0)r\) near contact.

### Fixing the length F

With \(1-e^{-x}=x-x^2/2+x^3/6-\dots\) and \(x=r/F\),

\[
u(r)=\frac AF-\frac{A}{2F^2}r+\frac{A}{6F^3}r^2-\dots,
\qquad u'(0)=-\frac A{2F^2}.
\]

The two cusp conditions therefore require

\[
F_{\uparrow\downarrow}^2=A,\qquad F_{\uparrow\uparrow}^2=2A .
\]

The values \(A\) and \(2A\) serve different spin pairs. The amplitude \(A\) is common to both, because the charge-density modes that fix the tail do not distinguish spin. In ordinary units

\[
A=\frac{e^2/(4\pi\varepsilon_0)}{\hbar\omega_p},\qquad
F_{\uparrow\downarrow}=\sqrt{Aa_0},\qquad F_{\uparrow\uparrow}=\sqrt{2Aa_0}.
\]

The Bohr radius \(a_0\) is needed because both \(A\) and \(F\) are lengths. The cusp relations hold for any positive \(A\). If \(A\) is varied to lower the energy, \(F\) has to be recomputed from the new \(A\), and the tail then departs from the plasmon result.

### Derivatives for the local energy

Direct differentiation gives

\[
u'(r)=\frac{Ae^{-r/F}}{Fr}-\frac{A(1-e^{-r/F})}{r^2}
=-\frac A{r^2}\Big[1-\Big(1+\frac rF\Big)e^{-r/F}\Big].
\]

For the Laplacian it is easiest to use \(\nabla^2u=(ru)''/r\) with \(ru=A(1-e^{-r/F})\):

\[
\nabla^2u=-\frac{A}{F^2}\,\frac{e^{-r/F}}r .
\]

With \(J=-\sum_{i<j}u(r_{ij})\), the kinetic part of the local energy is

\[
-\frac12\sum_i\Big[\frac{\nabla_i^2D}{D}+2\frac{\nabla_iD}{D}\cdot\nabla_iJ+\nabla_i^2J+|\nabla_iJ|^2\Big],
\]

\[
\nabla_iJ=-\sum_{j\ne i}u'(r_{ij})\frac{\mathbf r_i-\mathbf r_j}{r_{ij}},\qquad
\nabla_i^2J=-\sum_{j\ne i}\nabla^2u(r_{ij}).
\]

Each pair appears in the Laplacians of both its electrons, so \(-\tfrac12\sum_i\nabla_i^2J\) contributes \(+\nabla^2u\) per pair. For an antiparallel pair with \(F^2=A\), adding the repulsion gives

\[
\nabla^2u+\frac1r=\frac{1-e^{-r/F}}r=\frac uA=\omega_pu .
\]

The divergence has been replaced by a finite function. For a parallel pair with \(F^2=2A\), \(\nabla^2u\) cancels half of \(1/r\) at contact, and the cross term between \(D\) and \(J\) cancels the other half.

At small \(r\) the closed forms subtract nearly equal numbers. A function that evaluates \(e^x-1\) without cancellation cures this for \(u\). For \(u'\) one can use the series

\[
u'(r)=-\frac A{F^2}\Big[\frac12-\frac{x}{3}+\frac{x^2}{8}-\dots\Big],\qquad x=\frac rF .
\]

### Consequences of a wrong F

For general \(F\), the terms left at short distance are

\[
\Big(1-\frac A{F^2}\Big)\frac1r\quad\text{(antiparallel)},\qquad
\Big(1-\frac{2A}{F^2}\Big)\frac1r\quad\text{(parallel)}.
\]

If the two lengths are exchanged, the coefficients are \(+\tfrac12\) and \(-1\) in atomic units, that is, 7.2 and −14.4 eV Å. An antiparallel pair at a distance of 0.01 Å would then add about \(7.2/0.01=720\) eV to the local energy.

The probability of finding an antiparallel pair between \(r\) and \(r+dr\) is proportional to \(r^2dr\) near contact. The mean of \(1/r^2\) is finite under this weight, but the mean of \(1/r^3\) diverges logarithmically. The wrong cusp thus leaves the variance finite and adds a heavy tail to the distribution of the local energy. For parallel spins the weight is \(r^4dr\), and the rare large values matter less. Correct cusps do not remove all such tails: at a distance \(d\) from a node of \(D\) the cross term between \(D\) and \(J\) in general grows as \(1/d\), and its weight is proportional to \(d^2\), as in the antiparallel case.

This makes one common length \(F=\sqrt A\) a workable compromise: the antiparallel cusp is right and the parallel error carries the smaller weight. The price is a larger variance of the local energy than with two lengths, since the term \(-1/r\) remains for every parallel pair. A common \(u\) also has a symmetry advantage. It is unchanged by every exchange of electrons, so it multiplies \(D\) without altering the total spin of \(D\). With two lengths the factor depends on which electrons carry which spin; that argument fails, and \(\Psi\) is in general not an eigenstate of total spin.

### Worked example

For the model gas with \(n=0.05\) Å\(^{-3}\), \(\hbar\omega_p=8.303\) eV. With \(e^2/(4\pi\varepsilon_0)=14.40\) eV Å,

\[
A=\frac{14.40}{8.303}=1.734\ \text{Å}=3.277\,a_0 ,
\]

\[
F_{\uparrow\downarrow}=\sqrt{1.734\times0.5292}=0.958\ \text{Å}=1.810\,a_0,
\qquad
F_{\uparrow\uparrow}=\sqrt2\,F_{\uparrow\downarrow}=1.355\ \text{Å}=2.560\,a_0 .
\]

At contact \(u=A/F\), which is \(1.734/0.958=1.81\) for antiparallel and \(1.734/1.355=1.28\) for parallel spins. The corresponding factors \(e^{-u}\) are 0.16 and 0.28. The table compares both channels with the bare tail and with the bosonic pair term, whose Fourier integral was evaluated by numerical quadrature.

| \(r\) (Å) | \(u_{\uparrow\downarrow}\) | \(u_{\uparrow\uparrow}\) | \(A/r\) | bosonic |
|---|---|---|---|---|
| 0 | 1.810 | 1.280 | – | 2.015 |
| 0.5 | 1.410 | 1.070 | 3.468 | 1.592 |
| 1 | 1.124 | 0.905 | 1.734 | 1.262 |
| 2 | 0.760 | 0.669 | 0.867 | 0.822 |
| 4 | 0.427 | 0.411 | 0.434 | 0.434 |
| 8 | 0.217 | 0.216 | 0.217 | 0.217 |

The relative distance of each channel from the tail is \(e^{-r/F}\). At 4 Å this is 1.5% for antiparallel and 5% for parallel spins, and at 8 Å it is below 0.3% for both.

### Comparison with the bosonic pair term

The transform of \(e^{-r/F}/r\) is \(4\pi/(k^2+F^{-2})\), so the chosen form has

\[
u_k=4\pi A\Big[\frac1{k^2}-\frac1{k^2+F^{-2}}\Big]=\frac{4\pi A}{k^2(1+F^2k^2)} .
\]

For \(F^2=A=1/\omega_p\) and \(t=\omega_p/k^2\), multiplication by \(n=\omega_p^2/(4\pi)\) gives \(c_k=t^2/(1+t)\). The bosonic coefficient obeys \(c_k^2+c_k=t^2\). Both reduce to \(t\) for small \(k\) and to \(t^2\) for large \(k\). The second limit means \(u_k\to4\pi/k^4\). Since \(\nabla^2r=2/r\), the transform of \(r\) is \(-8\pi/k^4\), so this limit corresponds to a term \(-r/2\) in \(u\). The bosonic pair term thus has the antiparallel cusp, and its equation contains no spin that could produce the parallel one.

Between the limits the two differ. Inserting the simple form into the left side of the bosonic equation gives

\[
c_k^2+c_k=\frac{t^2(t^2+t+1)}{(1+t)^2}<t^2 .
\]

Since \(c^2+c\) increases with \(c>0\), the simple form has the smaller \(c_k\) at every \(k\). The contact value \(u(0)\) is the integral of \(u_k\) over all \(\mathbf k\), divided by \((2\pi)^3\), so it is also smaller: 1.81 against 2.01. The form joins two correct limits with no free parameter, and nothing in its construction makes it optimal between them.

### Periodic cells

A \(1/r\) tail does not vanish at the edge of a simulation cell. Using the nearest-image distance alone would give \(u\) a kink at the cell faces, where the Laplacian acquires a surface term that a pointwise local energy misses. The two parts of \(u\) can instead be made periodic separately:

\[
u_P(\mathbf r)=A\,v_P(\mathbf r)-A\sum_{\mathbf L}\frac{e^{-|\mathbf r+\mathbf L|/F}}{|\mathbf r+\mathbf L|}.
\]

Here \(\mathbf L\) runs over the lattice vectors of the cell, and \(v_P\) is the periodic Coulomb function with a neutralizing background, the one that an Ewald sum provides for the energy. Apart from the singular term, \(v_P\) and the image terms are smooth and even in \(\mathbf r\) near contact. They add no linear term, and the cusp is preserved.

The background must be kept in the Laplacian. Away from the lattice points \(\nabla^2v_P=4\pi/V\), which adds \(4\pi A/V\) per pair to the local energy. Summed over \(N(N-1)/2\) pairs, this is

\[
\frac{N(N-1)}2\,\frac{4\pi}{\omega_pV}=\frac{(N-1)\,\omega_p}{2},
\]

since \(4\pi N/V=\omega_p^2\). It is a constant, but it grows with the number of electrons and cannot be dropped from the energy.

### Range of validity

The ratio of \(F_{\uparrow\downarrow}=\omega_p^{-1/2}\) to the electron spacing follows from \(\omega_p=\sqrt{3/r_s^3}\):

\[
\frac{F_{\uparrow\downarrow}}{r_s}=(3r_s)^{-1/4},\qquad
u_{\uparrow\downarrow}(0)=\sqrt A=\Big(\frac{r_s^3}3\Big)^{1/4}.
\]

At low density the contact value grows and electrons avoid each other strongly. If they localize on a lattice, the plane-wave determinant is no longer a suitable starting point, and the pair term does not repair it.

At high density the determinant's share of the correlations becomes important. The Gaussian estimate of the first half changes \(u_k\) by \(-2k_F/(3nk)\). The transform of \(1/k\) back to real space is \(1/(2\pi^2r^2)\), from \(\int_0^\infty\sin(kr)\,dk=1/r\) taken with a vanishing convergence factor. With \(n=k_F^3/(3\pi^2)\) the change in the tail is

\[
\Delta u(r)=-\frac{k_F}{3\pi^2n\,r^2}=-\frac1{k_F^2r^2}.
\]

In the example this is \(-0.012\) at 8 Å, about 6% of \(A/r\). The much closer agreement in the last row of the table therefore compares model functions with one another and does not measure the accuracy of any of them for the real gas. An added short- or medium-range term with adjustable parameters can absorb such corrections within its range, but not the \(1/r^2\) tail beyond it. Such a term must have zero slope at \(r=0\) if the cusps are to stay as fixed here.

Finally, \(e^{-\sum u}\) is positive and leaves the nodes of \(D\) in place. In variational Monte Carlo the pair term changes the energy itself. In fixed-node diffusion Monte Carlo with a local potential, the energy at zero time step and large population is set by the nodes, and \(u\) affects the statistical noise and the time-step error.
